# Comment on polarization reversing alone across a hafnia domain wall

The manuscript models a 180° wall in a ferroelectric hafnia film by letting the polarization $P$ run from $-P_s$ to $+P_s$ while two nonpolar modes, $A$ and $B$, keep their bulk values. It reasons that $A$ and $B$ carry no dipole, that the two domains differ only in the direction of $P$, and that they therefore have equal energy. The last inference fails for the free energy the manuscript itself adopts, because that energy contains a term proportional to $PAB$.

**1. What the trilinear term does to the reversed domain**

Scale the modes to $p,a,b$ so that each equals $+1$ in the domain on the right, and call the triple $u=(p,a,b)$. The energy per formula unit (f.u.), measured from the nonpolar parent phase, is

$$f=E(p^2,a^2,b^2)-g\,pab,\qquad g>0 .$$

The sign of $g$ is a convention: redefining the sign of one mode changes it. I take one component per mode and a smooth $E$.

Reversing two signs leaves $pab$, and hence $f$, unchanged. Reversing $p$ alone turns $-g\,pab$ into $+g\,pab$, so the energy of the right-hand domain rises by $2g\,pab$. The manuscript's left-hand domain $(-1,1,1)$ lies $2g$ above its right-hand one.

The authors could reply that the amplitudes will readjust until the energies agree. They cannot. Let $u'$ be any state with $p'a'b'<0$. Reversing $p'$ at fixed amplitudes gives a state lower by $2g|p'a'b'|$, and that state cannot lie below the ground-state energy $f_{\min}$. Therefore

$$f(u')-f_{\min}\ \ge\ 2g\,|p'a'b'| .$$

A ground state with all modes nonzero thus has $pab>0$. If $p<0$, then $ab<0$: exactly one of $a,b$ has reversed relative to $(1,1,1)$.

One loophole remains, a reversed domain in which a nonpolar mode vanishes. Suppose $a'=0$ and $p'\neq0$. Since $E$ depends on $a^2$, its derivative with respect to $a$ vanishes at $a=0$, and stationarity reduces to $-g\,p'b'=0$, so $b'=0$. The same holds with $a$ and $b$ exchanged. The loophole therefore requires a purely polar state degenerate with the three-mode state, which I assume absent.

The manuscript's two domains do have equal energy if $g=0$, or if $A$ or $B$ is zero in the domains. Even then the nonpolar modes need not keep their bulk values inside the wall, because $E$ may couple $p^2$ to $a^2$ and $b^2$. If the coupling is $-g\,pab\,G(p^2,a^2,b^2)$ with $G>0$, the proof is unchanged. If $G$ changes sign, a domain with only $P$ reversed could match the ground-state energy, but by accident and not by symmetry.

**2. Does the manuscript's left-hand domain exist at all?**

This depends on whether the modes are hard or soft in the parent phase. Take

$$f=\sum_i\left(\tfrac12k_iu_i^2+\tfrac14c_iu_i^4\right)-g\,pab .$$

Stationarity at $(1,1,1)$ requires $k_i+c_i=g$. Inserting $c_i=g-k_i$, the energy there is

$$f_0=\sum_i\left(\frac{k_i}{2}+\frac{g-k_i}{4}\right)-g=\frac{\sum_ik_i-g}{4}.$$

*Hard modes*, $k_i>0$ and $g>\sum_ik_i$. Here every $c_i>0$. Multiply $\partial f/\partial u_i=0$ by $u_i$ and write $T=pab$:

$$k_iu_i^2+c_iu_i^4=gT\qquad\text{for each }i .$$

The left side is never negative, so $T\ge0$. No stationary state has the manuscript's signs, not even a metastable one.

The remaining states can be listed. If $T=0$, all modes vanish. If $T>0$, each $x_i=u_i^2$ is an increasing function of $T$, with

$$\frac{d\ln x_i}{d\ln T}=\frac{k_i+c_ix_i}{k_i+2c_ix_i},$$

which falls from 1 to 1/2 as $T$ grows. Consistency requires $x_1x_2x_3=T^2$, or $\sum_i\ln x_i-2\ln T=0$. The slope of this expression in $\ln T$ falls steadily from $1$ to $-1/2$, so it has at most two zeros. One is $T=1$. The slope there is $\sum_i g/(2g-k_i)-2$. With $r_i=k_i/g$, the inequality $1/(2-r_i)\le(1+r_i)/2$ bounds the sum by $(3+\sum_ir_i)/2<2$. The slope is negative, so the other zero, $T_s$, lies below 1.

To order the energies, use $c_iu_i^4=gT-k_iu_i^2$, which gives $f=\tfrac14\phi$ with $\phi(T)=\sum_ik_ix_i(T)-gT$. Each $x_i(T)$ is concave, being the inverse of a convex function, so $\phi$ is concave. With $\phi(0)=0$ and $\phi(1)=4f_0<0$, concavity gives $\phi(T_s)\ge T_s\phi(1)>\phi(1)$. The states with $T=1$ are therefore the ground states, and those at $T_s$ are the passes between them and the parent.

Could an electric field stabilize the missing domain? A uniform field coupled to $P$ changes the equation for $p$ but not those for $a$ and $b$. The equation for $a$, multiplied by $a$, still gives $k_aa^2+c_aa^4=g\,pab\ge0$. For $p<0$ this forbids $ab>0$ at any field strength.

What happens instead, once a field is strong enough to drive $p$ negative, follows from the terms quadratic in $a,b$ at fixed $p$, namely $\tfrac12k_aa^2+\tfrac12k_bb^2-g\,p\,ab$. Their curvature matrix has determinant $k_ak_b-g^2p^2$, so $a=b=0$ becomes unstable when $|p|>\sqrt{k_ak_b}/g$. For negative $p$ the energy falls in the direction $ab<0$: the nonpolar modes grow with opposite signs.

*Soft modes.* Let all $k_i=k<0$, with $g>0$. Since $|pab|\le\tfrac13\sum_i|u_i|^3$, the energy is at least a sum of separate functions $\tfrac12ku^2+\tfrac14cu^4-\tfrac13gu^3$ of $u=|u_i|$. Their derivative is $u(u-1)(cu-k)$, so each is least at $u=1$, and $(1,1,1)$ is a ground state. A stationary state $(-u,u,u)$ obeys

$$cu^2+gu+k=(u+1)(cu+k)=0,\qquad u=|k|/c .$$

For $k=-100$, $c=120$, $g=20$ meV/f.u., round values attached to no material, $u=0.833$. The diagonal curvature is $k+3cu^2=150$ meV and the off-diagonal entries have size $gu\approx17$ meV. Since $150>2\times17$, this is a minimum. Its excess energy is 30.8 meV/f.u., above the general lower bound $2gu^3=23.1$ meV/f.u. Here the manuscript's domain exists, but as a metastable state.

**3. Can a wall to the unequal domain stand still?**

For a flat wall whose plane contains the direction of $P$ and whose normal is along $x$, with gradient energy $\tfrac12\sum_i\kappa_iu_i'^2$ (no terms linear in derivatives), a static profile obeys $\kappa_iu_i''=\partial f/\partial u_i$. Multiplying by $u_i'$ and summing gives

$$\frac{d}{dx}\left(\tfrac12\sum_i\kappa_iu_i'^2-f\right)=0 .$$

The derivatives vanish far away, so both domains must have the same $f$. Otherwise the wall moves. For overdamped motion at unit mobility, $\dot u_i=\kappa_iu_i''-\partial f/\partial u_i$, insert $u_i(x-vt)$, multiply by $u_i'$, sum and integrate:

$$v=\frac{f(+\infty)-f(-\infty)}{\int\sum_iu_i'^2\,dx}.$$

With the metastable domain on the left, $v<0$ and that domain shrinks. A simulation of the soft-mode set with $\kappa_i=30$ meV nm²/f.u. reproduced this speed to within about 0.1%, a remainder set by the grid and time step. With $(-1,-1,1)$ on the left instead, the formula gives zero speed, and the simulated wall stood still to numerical accuracy: its residual speed was about $3\times10^{-8}$ of the first wall's.

A field favouring $-P$ can balance the metastable pair. With the dipole per formula unit used below, this takes 1.62 MV/cm. At that field, however, the correctly reversed domain lies a further 33 meV/f.u. lower, so the balanced pair is not the equilibrium state. This continuum argument omits pinning by defects or the lattice, which can hold a driven wall.

**4. The wall that should replace the manuscript's**

Within this three-mode model, two walls join $(1,1,1)$ to an equal-energy reversed domain: $A$ reverses with $P$, or $B$ does. For either, with formula-unit volume $v_0$, the wall energy is the minimum of

$$\sigma=\frac1{v_0}\int\left[\tfrac12\sum_i\kappa_iu_i'^2+f-f_0\right]dx .$$

A trial profile gives an upper bound. Set both reversing modes equal to $s(x)$ and the third to 1. Let $K$ and $C$ be the sums of $\kappa_i$ and $c_i$ over the reversing pair. Their $k_i$ sum to $2g-C$, so the coefficient of $s^2$ is $(2g-C)/2-g=-C/2$, and that of $s^4$ is $C/4$. Since $f-f_0$ vanishes at $s=1$, the constant is $C/4$, and

$$f-f_0=\frac C4(1-s^2)^2 .$$

With $s=\tanh(x/\delta)$, $s'=(1-s^2)/\delta$. The gradient and local energies are equal when $K/(2\delta^2)=C/4$, so $\delta=\sqrt{2K/C}$. Using $\int\mathrm{sech}^4(x/\delta)\,dx=4\delta/3$,

$$\sigma\le\frac1{v_0}\,\frac C2\,\frac{4\delta}{3}=\frac{2\sqrt2}{3}\,\frac{\sqrt{KC}}{v_0}.$$

The bound is not attained. At $b=1$ the local force on an unreversed $B$ is $gs^2-k_b-c_b=-g(1-s^2)$, which is negative inside the wall, so $B$ must dip. Even the mode that keeps its sign does not keep its bulk value.

**5. Numbers for a hafnia-like film**

I use rough values for the polar orthorhombic phase: $P_s=50$ µC/cm² and $v_0=0.033$ nm³. The model constants, in the order $P,A,B$, are $k=(60,100,40)$ and $c=(460,420,480)$ meV/f.u., $g=520$ meV/f.u., and $\kappa=(10,30,60)$ meV nm²/f.u. They place the ferroelectric well at $(200-520)/4=-80$ meV/f.u. relative to the tetragonal parent.

Reversing $P$ rigidly costs $2g=1040$ meV/f.u. Suppose instead that $p=-1$ is imposed and $a,b$ may relax without changing sign. Every term containing them is then nonnegative, so they go to zero, and the cost is $60/2+460/4+80=225$ meV/f.u. Equating this to $2P_sv_0E$ gives 10.9 MV/cm, above a rough breakdown field of 4 MV/cm. That field is a yardstick only, since no field stabilizes the state. With these constants the uniform $(1,1,1)$ state loses stability only at about 14 MV/cm, also far above breakdown, so uniform field-driven reversal as described in section 2 is out of reach for this parameter set. Released from $(-1,1,1)$ with equal mobilities, the uniform crystal relaxes to the parent, not to a reversed domain. The parent is held only by a pass 0.56 meV/f.u. high, far below $kT$ at 300 K, so this end state is a zero-temperature result. This outcome depends on the mobilities: if one mode responds much more slowly than the others, the crystal can end in a reversed domain or return to the original one. The purely polar state becomes unstable to $ab<0$ at $|p|=\sqrt{100\times40}/520=0.12$.

For the wall reversing $P$ and $A$, $K=40$ and $C=880$, so $\delta=\sqrt{80/880}=0.30$ nm and the bound is 0.86 J/m². The relaxed energy is 0.64 J/m² (4.0 eV/nm²), with 0.42 nm between $p=-\tfrac12$ and $p=+\tfrac12$; $B$ falls to 0.63 at the centre. For the wall reversing $P$ and $B$, the bound is 1.17 J/m², the relaxed energy 0.81 J/m² (5.1 eV/nm²) and the width 0.55 nm; $A$ falls to 0.47. The first wall is cheaper for these constants; symmetry does not fix that order.

In both cases the zeros of the two reversing modes were started 0.6 nm apart and merged to within $10^{-5}$ nm. Between separated zeros $pab$ is negative, so the trilinear term opposes the separation.

**6. How far this carries over to real hafnia**

With the tetragonal phase as parent, $A$ and $B$ double the cell, and a parent lattice translation reverses both. Hence $(-,-,+)$ and $(-,+,-)$ are the same crystal displaced, although they form different walls against a given $(+,+,+)$ domain. The tetragonal parent also leaves walls out. Relative to cubic fluorite, the polar orthorhombic phase with fixed axes has four domains with reversed $P$. Two keep the sign of the tetragonal ($X_2^-$) oxygen distortion and are the ones treated here. The other two reverse it, and this model, which holds that distortion fixed, cannot describe the walls to them.

The wall energies are properties of the chosen constants, not predictions for hafnia. The widths are only about two layer spacings of 0.25 nm. Replacing the continuum by discrete layers with nearest-layer coupling changes the energies by less than 2%, but smaller gradient constants would make the walls sharper and the continuum less reliable. At 300 K, $kT=26$ meV is not small beside 80 meV, and uncoupled formula units would fluctuate by 0.18 of $P_s$ in the harmonic estimate, and by more once the softening of the well towards the parent is included, so the constants must be read as effective ones. A 1% uniaxial strain with a 200 GPa modulus stores about 2 meV/f.u. of elastic energy by itself. The model also omits the coupling of an applied strain to the spontaneous strain that accompanies the modes; if the two strains are equal in size, this cross term is twice as large. A wall tilted by 1° carries bound charge and, unscreened with relative permittivity 30, produces 0.33 MV/cm. The monoclinic phase, which is the stable bulk phase at ambient conditions, is omitted; the wells are ground states of this model only.

I ask the authors to replace the left-hand domain by $(-1,-1,1)$ or $(-1,1,-1)$, to relax all three modes, and to compare both walls. The numerical output below lists the values used here.

## Computed values

```
HAFNIA-LIKE MODEL (rough values, round constants)
P = 50 uC/cm2; volume = 0.033 nm3/f.u.
k for P,A,B = [ 60. 100.  40.] meV/f.u.
c for P,A,B = [460. 420. 480.] meV/f.u.
g = 520 meV/f.u.
stiffness P,A,B = [10. 30. 60.] meV nm2/f.u.
well relative to parent = -80.0 meV/f.u.
saddle above parent = 0.564 meV/f.u.
saddle amplitudes P,A,B = [0.144 0.117 0.165]
rigid P-only reversal cost = 1040 meV/f.u.
cost at -P, A,B not reversed = 225.0 meV/f.u.
field with 2PvE equal to it = 10.9 MV/cm
free relaxation from (-1,1,1) ends at [0. 0. 0.]
polar-only instability at |p| = 0.122
WALL REVERSING P AND A
energy = 0.641 J/m2 = 4.00 eV/nm2
tanh upper bound = 0.859 J/m2
tanh length delta = 0.302 nm
width between P = -1/2 and +1/2 = 0.418 nm
unreversed mode B at centre = 0.634
final separation of zeros = 1.9e-06 nm (start 0.6 nm)
discrete: on layer 0.633, between 0.631 J/m2
WALL REVERSING P AND B
energy = 0.815 J/m2 = 5.09 eV/nm2
tanh upper bound = 1.174 J/m2
tanh length delta = 0.386 nm
width between P = -1/2 and +1/2 = 0.549 nm
unreversed mode A at centre = 0.474
final separation of zeros = 1.1e-07 nm (start 0.6 nm)
discrete: on layer 0.809, between 0.809 J/m2
SOFT-MODE CONTRAST (no material)
k = -100, c = 120, g = 20 meV/f.u.
well relative to parent = -80.0 meV/f.u.
false-domain amplitude = 0.8333
false-domain excess = 30.81 meV/f.u.
lower bound 2g|pab| = 23.15 meV/f.u.
balancing field, same Pv = 1.62 MV/cm
true reversed domain lower there by 33.27 meV/f.u.
false-wall speed / predicted speed = 0.9997
true-wall / false-wall speed = 2.9e-08
NEGLECTED EFFECTS
layer spacing = 0.25 nm
kT at 300 K = 25.9 meV
rms P fluctuation, uncoupled f.u. = 0.176 of P
strain energy, 1% and 200 GPa = 2.06 meV/f.u.
field of 1 degree tilt, eps_r 30 = 0.33 MV/cm
breakdown field, rough input = 4 MV/cm
```
